# Multistructural Torsional Partition Function: Derivation and Temperature Limits, part 2

The multistructural torsional method (MS-T) corrects the harmonic sum over the conformers of a flexible molecule. The question here is whether it has the right low- and high-temperature limits.

The molecule has $F$ internal coordinates, of which $t$ are torsional angles $\phi$ in radians, and $\beta=1/(k_BT)$. Distinguishable minimum $j=1,\ldots,J$ has potential energy $U_j$, measured from the lowest minimum without zero-point energy, and normal frequencies $\omega_{jm}$. Its rotational function $Q_{{\rm rot},j}$ is proportional to $\sqrt{\det I_j}/\sigma_j$, with inertia tensor $I_j$ and symmetry number $\sigma_j$. With $g$ permutations of identical nuclei reachable by overall and internal rotation, structure $j$ has $g/\sigma_j$ labelled copies.

The relaxed torsional Hessian $K_j$ has eigenvalues $k_{j\eta}$, $D_j$ is the matrix of torsional moments, and $\bar\omega_{jk}$ are the nontorsional frequencies. Equation (6) says $\prod_m\omega_{jm}=\prod_k\bar\omega_{jk}\sqrt{\det K_j/\det D_j}$.

Each point of the torsional torus belongs to its nearest minimum. These Voronoi cells have volumes $\Omega_j$, whose labelled sum is $(2\pi)^t$. The local periodicities $M_{j\eta}$ obey

$$\prod_{\eta=1}^t\frac{2\pi}{M_{j\eta}}=\Omega_j.\tag{7}$$

For strongly coupled torsions a common $M_j=2\pi/\Omega_j^{1/t}$ is used. Along each eigenvector of $K_j$, with displacement $y_\eta$, the reference potential is $\frac{W_{j\eta}}2[1-\cos(M_{j\eta}y_\eta)]$. Matching the curvature gives the effective barrier $W_{j\eta}=2k_{j\eta}/M_{j\eta}^2$. With $u_{j\eta}=\beta W_{j\eta}/2$ and the modified Bessel function $I_0$, the classical correction to the harmonic term is

$$R_j=\prod_{\eta=1}^tf(u_{j\eta}),\qquad f(u)=\sqrt{2\pi u}\,e^{-u}I_0(u).\tag{8}$$

The maximum of $f$ is 1.175, at $u=0.790$. The MS-T function is

$$Q=\sum_{j=1}^JQ_{{\rm rot},j}\,e^{-\beta U_j}
\left[\prod_{m=1}^F\frac1{2\sinh(\beta\hbar\omega_{jm}/2)}\right]
\prod_{\eta=1}^tf(u_{j\eta}).\tag{9}$$

In the final list of calculated quantities, the phase-space ratio tests (8) and the determinant identity tests (6).

Cooling makes $u$ large, and a single factor then tends to one:

$$f(u)=1+\frac1{8u}+O(u^{-2}),\qquad u\to\infty.\tag{10}$$

**Q.** That is one factor. In the sum, the weights of the structures also change with temperature.

**A.** Let $Q_H$ be the harmonic sum, that is, (9) with every $f$ replaced by one. If $h_j$ is its $j$th term, then

$$\frac Q{Q_H}=\sum_jp_jR_j,\qquad p_j=\frac{h_j}{\sum_ih_i}.$$

The $p_j$ are positive and add to one. Thus $Q/Q_H$ lies between the smallest and largest $R_j$, however the weights move. There are finitely many structures and every $k_{j\eta}$ is positive, so all $R_j$ tend to one as $T\to0$. Therefore

$$\frac Q{Q_H}\longrightarrow1.\tag{11}$$

If one structure is lowest after its harmonic zero-point energy is included, it dominates exponentially. The leading excess of the ratio over one is then $\sum_\eta k_BTM_\eta^2/(8k_\eta)$ for that structure. The same rotational factors occur in $Q$ and $Q_H$, so (11) holds even where their classical form must be replaced by a quantum one.

**Q.** Have you proved that MS-T becomes exact at low temperature?

**A.** No, and in general it does not. It inherits the harmonic zero-point energy. Let the harmonic zero-point level of the lowest structure exceed the true ground level by $\delta$. If both ground levels are nondegenerate and rotation is left aside, then at sufficiently low temperature

$$\frac Q{Q_{\rm true}}\simeq e^{-\beta\delta}.$$

For $\delta>0$ this tends to zero. The corresponding free-energy error stays finite and tends to $\delta$. The low-temperature statement concerns the harmonic conformer sum, not the true quantum partition function.

**Q.** Now heat it. The harmonic factors grow too fast, and you claim that $f$ repairs them. Trace every factor.

**A.** Let $\beta\to0$ within the model, ignoring dissociation and electronic excitation. Then $e^{-\beta U_j}\to1$, $2\sinh(\beta\hbar\omega/2)$ approaches $\beta\hbar\omega$, and $I_0(u)\to1$. The torsional factors become

$$\prod_\eta\sqrt{2\pi u_{j\eta}}
=(2\pi\beta)^{t/2}\sqrt{\det K_j}\prod_\eta\frac1{M_{j\eta}}
=\left(\frac\beta{2\pi}\right)^{t/2}\sqrt{\det K_j}\,\Omega_j,$$

because $\prod_\eta M_{j\eta}^{-1}=\Omega_j/(2\pi)^t$. By (6), the harmonic factors become

$$\prod_m\frac1{\beta\hbar\omega_{jm}}
=(\beta\hbar)^{-F}\frac1{\prod_k\bar\omega_{jk}}\sqrt{\frac{\det D_j}{\det K_j}}.$$

In the product, $\det K_j$ cancels. Assign $F-t$ factors $(\beta\hbar)^{-1}$ to the nontorsional modes. The other $t$ combine with $(\beta/2\pi)^{t/2}$ to give $(2\pi\beta\hbar^2)^{-t/2}$. The $j$th term therefore approaches

$$Q_{{\rm rot},j}\left[\prod_k\frac1{\beta\hbar\bar\omega_{jk}}\right]
(2\pi\beta\hbar^2)^{-t/2}\sqrt{\det D_j}\,\Omega_j.\tag{12}$$

Each term divided by its own limiting form tends to one. All terms are positive, so the same weighted-mean argument shows that the ratio of the sums tends to one.

**Q.** Why is (12) a free rotor?

**A.** For constant $D$, free coupled rotors have wavefunctions $e^{im\cdot\phi}$ with integer vectors $m$ and energies $\hbar^2m^TD^{-1}m/2$. At high temperature the sum over $m$ becomes a Gaussian integral:

$$Q_{\rm free}=\sum_me^{-\beta\hbar^2m^TD^{-1}m/2}
\to\left(\frac{2\pi}{\beta\hbar^2}\right)^{t/2}\sqrt{\det D}
=(2\pi\beta\hbar^2)^{-t/2}\sqrt{\det D}\,(2\pi)^t.$$

Equation (12) contains this function times the cell fraction $\Omega_j/(2\pi)^t$. Each structure supplies its share of the rotor.

**Q.** Shares with different moments do not add up to one rotor.

**A.** Correct. The general limit is a volume-weighted sum of free-rotor functions, each with its own $D_j$, inertia tensor and $\bar\omega_{jk}$. It is a single free-rotor function times common rotational and vibrational factors if $\det D_j$, $\det I_j$ and $\prod_k\bar\omega_{jk}$ are the same for all structures. The symmetry numbers then combine as

$$\sum_j\frac{\Omega_j}{\sigma_j}=\frac{(2\pi)^t}g,\tag{13}$$

because structure $j$ has $g/\sigma_j$ labelled copies and the labelled cells tile the torus.

**Q.** Real bond stretches are still quantum when torsions rotate freely. Does your limit ever apply?

**A.** As proved, it needs $\beta\hbar\omega_{jm}\ll1$ for every mode. A useful intermediate limit exists if the torsional modes separate, so that the other $F-t$ normal frequencies equal the $\bar\omega_{jk}$. Equation (6) then makes the product of the $t$ torsional frequencies equal to $\sqrt{\det K_j/\det D_j}$. The same cancellation occurs with the torsions alone, while the stretches keep their factors $1/[2\sinh(\beta\hbar\bar\omega/2)]$. If torsions mix strongly with stiff modes, this separation is an approximation.

**Q.** What does the correction do to the thermal energy, which is what thermochemistry needs?

**A.** One factor $f$ adds $-\partial\ln f/\partial\beta$ to the energy of its structure. Since $u$ is proportional to $\beta$ and $I_0'=I_1$,

$$-\frac{\partial\ln f}{\partial\beta}
=-\frac1\beta\left[\frac12-u+u\frac{I_1(u)}{I_0(u)}\right]
\longrightarrow-\frac{k_BT}2+\frac W2$$

at high temperature, because $I_1/I_0\to u/2$ and $u/\beta=W/2$. A classical oscillator has energy $k_BT$. The correction leaves the kinetic $k_BT/2$ of a rotor plus the mean height $W/2$ of the cosine potential.

For the partition function, the same expansion gives $e^{-u}I_0(u)=1-u+O(u^2)$, while the hyperbolic sines contribute no term linear in $\beta$. When the nonsymmetry factors are common and $g=1$,

$$\frac Q{Q_{\rm free}}=1-\beta\sum_j\frac{\Omega_j}{(2\pi)^t}
\left(U_j+\sum_\eta\frac{W_{j\eta}}2\right)+O(\beta^2).\tag{14}$$

Here $Q_{\rm free}$ includes the common factors. For the true classical integral, the linear term contains the average of the true potential over the torus. The limit is right for any choice of periodicities that obeys (7), as long as each barrier is fixed by the curvature through $W_{j\eta}=2k_{j\eta}/M_{j\eta}^2$. If the periodicities are kept and a single barrier is changed in $f$, the prefactor $\sqrt{2\pi u}$ changes too and the limit is spoiled. Changes that preserve the product of the barriers within each structure leave the limit intact, because only that product enters it. The first correction to the limit depends on the barriers through the weighted sum in (14), so it does not test them one by one.

**Q.** Give me a worked case with two coupled torsions that can be compared with an exact answer.

**A.** Use atomic units, $\hbar=1$, two torsions and no other modes. All angles are distinguishable, and overall rotation is omitted as a common factor. Choose

$$V=\frac{V_3}2(2+\cos3\phi_1+\cos3\phi_2)+\frac{V_1}2(2+\cos\phi_1+\cos\phi_2)+\frac C2[1-\cos(\phi_1-\phi_2)],$$

with $V_3=5$, $V_1=1$ and $C=1$ millihartree. The moments are $D_{11}=D_{22}=15000$ and $D_{12}=4000\,m_ea_0^2$. These are model parameters, not those of a named molecule. The surface has nine minima. The lowest is at $(180^\circ,180^\circ)$ with $U=0$, and the highest two have $U=2.25$ millihartree.

At the lowest minimum each diagonal element of $K$ is $9V_3/2+V_1/2+C/2=23.5$ millihartree, and the off-diagonal element is $-C/2=-0.5$ millihartree. The in-phase and out-of-phase combinations have $k=23$ and $24$ millihartree. Their moments are $15000+4000=19000$ and $15000-4000=11000\,m_ea_0^2$. The frequencies are therefore

$$\sqrt{0.023/19000}=1.100\times10^{-3},\qquad
\sqrt{0.024/11000}=1.477\times10^{-3}$$

hartree.

**Q.** And the local periodicity? With threefold barriers I would have typed in 3.

**A.** Counted on a $600\times600$ grid of angles, the Voronoi cell occupies the fraction 0.10699 of the torus, so $M=1/\sqrt{0.10699}=3.057$. The exact polygon has 0.10697, which moves $M$ to 3.0575 and $W_2$ below to 5.135, and leaves the factors $f$ unchanged at the digits shown. The four nearest minima are displaced towards this one by $V_1$ and $C$: one lies at $297.73^\circ$ in the second angle, $117.73^\circ$ away rather than $120^\circ$. That makes the cell slightly smaller than one ninth. The effective barriers are

$$W_1=\frac{2(23)}{3.057^2}=4.92,\qquad W_2=\frac{2(24)}{3.057^2}=5.14$$

millihartree. At 1000 K, $k_BT=3.167$ millihartree, so $u=W/(2k_BT)$ is 0.777 and 0.811. Both values are near the maximum of $f$, and both factors are 1.175. Their product is 1.381. The ratio of the complete sums is $50.30/36.43=1.381$, since the other structures have similar factors. The change in free energy is

$$-k_BT\ln1.381=-1.022\ \text{millihartree}=-2.68\ \text{kJ/mol}.$$

**Q.** You have shown that MS-T changes the answer. Is the new answer better?

**A.** For this model the quantum levels can be computed by diagonalizing the Hamiltonian in 2715 plane waves. The ratios to the resulting quantum partition function are:

| $T$ (K) | Harmonic / quantum | MS-T / quantum |
|---:|---:|---:|
| 10 | 0.288 | 0.289 |
| 100 | 0.872 | 0.902 |
| 300 | 0.854 | 0.970 |
| 1000 | 0.720 | 0.994 |

At 1000 K the harmonic sum is 28% below the quantum result, and MS-T is 0.6% below it. This accuracy belongs to a weakly coupled model: the off-diagonal element of $K$ is about 2% of the diagonal, $D_{12}$ does not enter $R_j$, and every $u$ lies near the flat maximum of $f$. Using the diagonal elements of $K$ instead of its eigenvalues, or $M=3$ instead of the Voronoi values, changes $Q$ at 1000 K by about 0.01%, so the table does not test how barriers are assigned to coupled torsions. The error grows with the coupling: at 1000 K the classical form of (9) exceeds the exact classical integral by 0.2% for $C=1$ millihartree and by 8.5% for $C=10$ millihartree.

The finite basis does not account for that difference. The plane waves fill an ellipse of kinetic energy up to $E$, whose area is $2\pi E\sqrt{\det D}$. With $\sqrt{\det D}=14457\,m_ea_0^2$, the count 2715 gives $E\approx0.030$ hartree. In two dimensions the classical probability of a larger kinetic energy is $e^{-E/k_BT}$, about $10^{-4}$ at 1000 K.

**Q.** At 10 K both methods are wrong by more than a factor of three. So much for the low limit.

**A.** That is the zero-point error described above. The harmonic zero-point level is 1.2887 millihartree and the quantum ground level is 1.2493 millihartree. Their difference is $\delta=0.0394$ millihartree, while $k_BT=0.0317$ millihartree at 10 K. Thus $e^{-\delta/k_BT}=0.29$, as in the table. The limit actually proved, MS-T divided by harmonic, is satisfied: the excess over one is 0.003175, compared with 0.003150 from the leading correction. The test requires agreement within 3% at this temperature.

**Q.** And the free-rotor end?

**A.** The following ratios use the explicit quantum sum over free-rotor levels:

| $T$ (K) | MS-T / free | Harmonic / free |
|---:|---:|---:|
| $10^4$ | 0.817 | 1.93 |
| $10^5$ | 0.980 | 20.1 |
| $10^6$ | 0.998 | 202 |

These temperatures test a mathematical limit; no molecule would survive them. The harmonic error grows as $T^{t/2}$, here as $T$. The average in (14) is 6.488 millihartree for MS-T. The true average is $V_3+V_1+C/2=6.5$ millihartree, because the cosines average to zero. At $10^6$ K, $k_BT=3.167$ hartree, and (14) predicts a deficit of $0.006488/3.167=0.00205$, in agreement with the table.

**Q.** Suppose my conformer search misses one of the nine minima.

**A.** If $M=3$ is assumed for the other eight, each supplies one ninth of the torus. The free-rotor limit becomes $8/9=0.889$; at $10^6$ K the calculated ratio is 0.887. New Voronoi cells for the eight known minima cover the torus again, and the ratio is 0.998. This repairs the high-temperature volume. It does not restore the missing Boltzmann term, which can matter greatly at ordinary temperatures if the missing structure is low in energy.

**Q.** Where should I distrust (9) even with a complete search?

**A.** Distrust it where the minimum says little about its cell: a barrier far from $W_{j\eta}$, a narrow dip in a broad well, or moments that vary strongly with angle. A very soft minimum also delays the harmonic limit, which requires $k_BT\ll W_{j\eta}$ for the structures that carry weight. At low temperature, tunnelling between equivalent wells and anharmonic zero-point energy are missing. The correct limits do not remove these errors. The numerical output gives the data for all nine structures, so their individual contributions can be checked.

## Calculated quantities

```
V3, V1, C = 0.005, 0.001, 0.001 hartree
D11 = D22 = 15000, D12 = 4000 m_e a0^2
phase-space ratio: quadrature 1.349291, formula 1.349291
determinant identity: left 4.49028535, right 4.49028535
maximum of f: 1.17516 at u = 0.7900
minima: phi1 phi2 (deg) | U, w1, w2, k1, k2 (millihartree) | M | cell fraction
  180.00  180.00 | 0.0000 1.1002 1.4771 23.000 24.000 | 3.0572 | 0.10699
  181.11  297.73 | 1.4786 1.0886 1.4174 21.829 22.793 | 2.9934 | 0.11160
   62.27  178.89 | 1.4786 1.0886 1.4174 21.829 22.793 | 2.9935 | 0.11159
  178.89   62.27 | 1.4786 1.0886 1.4174 21.829 22.793 | 2.9936 | 0.11158
  297.73  181.11 | 1.4786 1.0886 1.4174 21.829 22.793 | 2.9936 | 0.11159
  298.88  298.88 | 1.4916 1.0814 1.4529 22.220 23.220 | 3.0133 | 0.11013
   61.12   61.12 | 1.4916 1.0814 1.4529 22.220 23.220 | 3.0136 | 0.11011
   60.00  300.00 | 2.2500 1.0822 1.4062 21.750 22.250 | 2.9721 | 0.11321
  300.00   60.00 | 2.2500 1.0822 1.4062 21.750 22.250 | 2.9723 | 0.11319
lowest minimum: W1, W2 = 4.9217, 5.1357 millihartree
 T=300 K: kT = 0.95004 millihartree, u = 2.5903, 2.7029, f = 1.06703, 1.06330
 T=1000 K: kT = 3.16681 millihartree, u = 0.7771, 0.8109, f = 1.17512, 1.17506
harmonic zero-point level 1.28867 millihartree
quantum ground level 1.24930 millihartree (2715 plane waves)
T (K): Q harmonic, Q MS-T, Q quantum | harmonic/quantum, MS-T/quantum
 10: 2.12464e-18, 2.13139e-18, 7.36534e-18 | 0.2885, 0.2894
 100: 1.89317e-02, 1.95832e-02, 2.17002e-02 | 0.8724, 0.9024
 300: 1.20508e+00, 1.36840e+00, 1.41090e+00 | 0.8541, 0.9699
 1000: 3.64258e+01, 5.02989e+01, 5.06155e+01 | 0.7197, 0.9937
free-energy change, harmonic to MS-T, 1000 K: -1.0220 millihartree = -2.683 kJ/mol
low T (K): MS-T/harmonic - 1, predicted sum of 1/(8u)
 40: 0.013020, 0.012601
 20: 0.006402, 0.006300
 10: 0.003175, 0.003150
high T (K): MS-T/free, harmonic/free
 1e+04: 0.817310, 1.9270
 1e+05: 0.979751, 20.1081
 1e+06: 0.997954, 201.9392
mean torsional potential: MS-T 6.4883, true 6.5000 millihartree
one minimum missed, 1e6 K: fixed M=3 gives 0.88709, new Voronoi cells give 0.99776 of free rotors
```
